\section*{Exact perturbation series for a Coulomb electron with a linear potential, part 1}

(Sections cited here and not found follow in the second part.)

\section{A Coulomb electron under a constant inward force}

An electron bound to a fixed proton feels, in addition to the Coulomb attraction, a force of constant magnitude $\lambda$ directed towards the nucleus. In atomic units the Hamiltonian is
\begin{equation}
H=\tfrac12 p^2-\frac1r+\lambda r ,
\end{equation}
with energies in hartree and $\lambda$ in hartree/bohr. The same Coulomb-plus-linear form is the Cornell potential for a heavy quark and antiquark. A charge $Z$ and a mass $\mu$ add nothing new: the substitution $r=\rho/(\mu Z)$ turns $p^2/2\mu-Z/r+\lambda r$ into $\mu Z^2$ times the Hamiltonian above, with $\lambda$ replaced by $\lambda/(\mu^2Z^3)$. For small $\lambda>0$ each level $(n,l)$ moves up from $-1/2n^2$, and one writes
\begin{equation}
E=-\frac{1}{2n^2}+\sum_{j\ge1}E_j\lambda^j .
\end{equation}
The extra potential commutes with $L^2$ and $L_z$, so the degenerate states of a shell do not mix, and each $(n,l)$ is a nondegenerate radial problem. The low coefficients give the shift. The high ones decide whether the series converges and how it can be summed, and the extrapolation and the Pad\'e approximants used below take them to order sixty, computed as exact fractions.

\section{What goes wrong with the sum over hydrogen states}

The direct Rayleigh--Schr\"odinger formula for the ground state is
\begin{equation}
E_2=\sum_{m\neq 1s}\frac{|\langle m|r|1s\rangle|^2}{-\tfrac12-E_m}.
\end{equation}
With $R_{n0}=2n^{-5/2}e^{-r/n}L^{1}_{n-1}(2r/n)$ (the normalization is derived below), the expansion $L^1_{n-1}(y)=\sum_m(-1)^m\binom{n}{n-1-m}y^m/m!$ and $\int_0^\infty r^{3+m}e^{-ar}dr=(3+m)!/a^{4+m}$, each squared matrix element is a rational number. Since $L^1_{n-1}(0)=n$, the function $R_{n0}$ scales as $n^{-3/2}$ near the nucleus, where the $1s$ state lives, so the terms fall as $n^{-3}$. Summing to $n=50$ and adding a tail of that form gives $-1.0749$. The exact value, found in a moment, is $-3/2$. The bound levels supply the share $0.7166$. Bound and scattering states together are complete, so the missing $-0.4251$ belongs to the continuum.

The scheme therefore has two faults. No selection rule limits $\langle ns|r|1s\rangle$, so the sum is infinite. The continuum cannot be dropped, and from third order on it brings elements of $r$ between two scattering states, which are not convergent integrals.

The cause appears when the first-order equation $(H_0+\tfrac12)R_1=(E_1-r)R_0$ is solved directly. Put $R_0=e^{-r}$ and $R_1=p(r)e^{-r}$. The radial kinetic operator is $-\tfrac12 R''-R'/r$, so
\begin{equation}
(H_0+\tfrac12)\,p\,e^{-r}=\Big(-\tfrac12p''+p'-\frac{p'}{r}\Big)e^{-r}.
\end{equation}
The trial $p=-r^2/2$ gives $\tfrac12-r+1$, which equals $E_1-r$ with $E_1=\tfrac32$. Projecting the second-order equation $(H_0+\tfrac12)R_2=(E_1-r)R_1+E_2R_0$ on $R_0$ gives $E_2=\langle (r-E_1)p\rangle$. With $\langle r^m\rangle=4(m+2)!/2^{m+3}$ one has $\langle r^2\rangle=3$ and $\langle r^3\rangle=\tfrac{15}{2}$, and $E_2=-\tfrac12(\tfrac{15}{2}-\tfrac92)=-\tfrac32$.

The correction is a short polynomial times the unperturbed exponential $e^{-r}$. The hydrogen states carry the different exponentials $e^{-r/n}$, and no finite combination of those with $n\ge2$ can decay as $e^{-r}$. The basis should consist of polynomials times one fixed exponential, should diagonalize the unperturbed operator, and should make multiplication by $r$ a short-range step.

\section{Moving the label from the energy to the charge}

In $H_0$ the charge is fixed and the decay constant varies from state to state. Multiplying the radial equation by $r$ frees the charge from its operator $1/r$ and allows the roles to be exchanged. With $\Lambda=l(l+1)$,
\begin{equation}
-\tfrac12\frac{d^2}{dr^2}(rR)+\frac{\Lambda}{2r}R-R+\lambda r^2R-ErR=0 .
\end{equation}
The length scale is chosen for the state under study, $r=nx$ and $\phi(x)=R(nx)$, so that the unperturbed exponential becomes $e^{-x}$. Then $d^2(rR)/dr^2=n^{-1}(x\phi)''$ and $\Lambda/2r=\Lambda/2nx$. Multiplying by $n$ and writing $n^2E=-\tfrac12+n^2\Delta E$,
\begin{equation}
\big(T_3-n+\lambda n^3x^2-n^2\Delta E\,x\big)\phi=0,\qquad
T_3g=-\tfrac12(xg)''+\frac{\Lambda}{2x}g+\tfrac12xg .
\label{eq:master}
\end{equation}
The exchange has a price. The unknown shift $\Delta E$ now multiplies the operator $x$ and not the identity, so \eqref{eq:master} is not an ordinary eigenvalue problem for $T_3$, and the recursion must carry $x\phi$ wherever the ordinary one carries $\phi$.

\section{The algebra that makes $x$ a one-step operator}

Write $T_3=A+\tfrac12x$ with $Ag=-\tfrac12(xg)''+\Lambda g/2x$, and define
\begin{equation}
T_1=A-\tfrac12x,\qquad D g=(xg)'=xg'+g,\qquad T_2=-iD ,
\end{equation}
so that $x=T_3-T_1$. On a power,
\begin{equation}
Ax^s=\tfrac12[\Lambda-s(s+1)]x^{s-1},\qquad Dx^s=(s+1)x^s .
\end{equation}
Every operator built from these is a finite sum of terms $x^a\,q_a(x\,d/dx)$ with polynomial $q_a$. If such a sum annihilates $x^s$ for all $s$, each $q_a(s)$ vanishes identically, so identities may be proved on powers. Since $A$ lowers the power by one and $x$ raises it by one, $[D,A]x^s=[s-(s+1)]Ax^s$ and $[D,x]x^s=[(s+2)-(s+1)]x^{s+1}$, that is $[D,A]=-A$ and $[D,x]=x$. Also $[A,x]x^s=\tfrac12[s(s+1)-(s+1)(s+2)]x^s=-(s+1)x^s$, so $[A,x]=-D$. Hence
\begin{align}
[D,T_3]&=-A+\tfrac12x=-T_1, \\
[D,T_1]&=-A-\tfrac12x=-T_3, \\
[T_3,T_1]&=[T_3,T_3-x]=-[A,x]=D .
\end{align}
In terms of $T_2$ these read $[T_2,T_3]=iT_1$, $[T_1,T_2]=-iT_3$ and $[T_3,T_1]=iT_2$. The minus sign in the second relation distinguishes so(2,1) from the rotation algebra. For the Casimir operator, $T_3^2-T_1^2=Ax+xA$, which on $x^s$ gives $\Lambda-\tfrac12(s+1)(s+2)-\tfrac12s(s+1)=\Lambda-(s+1)^2$, while $-T_2^2=D^2$ gives $(s+1)^2$. Therefore $T_3^2-T_1^2-T_2^2=\Lambda$.

Define $T_\pm=T_1\pm iT_2=T_1\pm D$. Then
\begin{align}
[T_3,T_\pm]&=D\pm T_1=\pm T_\pm,\\
T_+T_-&=T_1^2-D^2+[D,T_1]=T_3^2-T_3-\Lambda,\\
T_-T_+&=T_1^2-D^2-[D,T_1]=T_3^2+T_3-\Lambda,
\end{align}
where $T_1^2-D^2=T_3^2-\Lambda$ was used. The ladder starts at $v_{l+1}=x^le^{-x}$. From $(x^{l+1}e^{-x})''=[\Lambda x^{l-1}-2(l+1)x^l+x^{l+1}]e^{-x}$ one finds $T_3v_{l+1}=(l+1)v_{l+1}$, and from $Dv_{l+1}=(l+1-x)v_{l+1}$ one finds $T_-v_{l+1}=(T_3-x-D)v_{l+1}=0$. Define $v_{k+1}=T_+v_k$. The first commutator gives $T_3v_k=kv_k$ by induction, and $T_-v_{k}=T_-T_+v_{k-1}=[(k-1)^2+(k-1)-\Lambda]v_{k-1}$, so
\begin{equation}
T_-v_k=a_kv_{k-1},\qquad a_k=k^2-k-\Lambda=(k+l)(k-l-1).
\end{equation}
Since $x=T_3-\tfrac12(T_++T_-)$,
\begin{equation}
x\,v_k=k\,v_k-\tfrac12v_{k+1}-\tfrac12a_k\,v_{k-1}.
\label{eq:xv}
\end{equation}
The factor $a_{l+1}=0$ closes the ladder from below. In contrast with angular momentum, $a_k$ keeps growing, and the ladder has no top.

The explicit form shows that the $v_k$ are the basis asked for. If $v_k=p_ke^{-x}$, then $T_+=T_3-x+D$ gives $p_{k+1}=(k+1-2x)p_k+xp_k'$. The degree rises by one, the leading coefficient is multiplied by $-2$, and the factor $x^l$ is kept. The $v_k$ are thus nonzero and linearly independent. For $l=0$, $p_1=1$, $p_2=2-2x$, $p_3=6-12x+4x^2$. Setting $v_k=x^le^{-x}w$ in $T_3v_k=kv_k$ and using the product rule on $x^{l+1}e^{-x}w$ leaves $\tfrac12xw_{xx}+(l+1-x)w_x+(k-l-1)w=0$. With $y=2x$ this is Laguerre's equation $yw''+(2l+2-y)w'+(k-l-1)w=0$. The polynomial $L^\alpha_m(y)$ has leading coefficient $(-1)^m/m!$, so matching gives the Coulomb Sturmian functions
\begin{equation}
v_k=(k-l-1)!\;x^le^{-x}L^{2l+1}_{k-l-1}(2x).
\end{equation}

The multiplication by $r$ also changed the scalar product to $\langle f,g\rangle=\int_0^\infty fg\,x\,dx$. For functions regular at the origin and decaying at infinity, $xf$ vanishes at both ends. Then $\int (xf)(xg)''dx$ is symmetric, so $T_3$ and $T_1$ are symmetric, and $\int(xf)(xg)'dx=-\int(xf)'(xg)dx$, so $D$ is antisymmetric and $T_-$ is the adjoint of $T_+$. The $v_k$ are orthogonal, having different $T_3$ eigenvalues, and $\langle v_{k+1},v_{k+1}\rangle=\langle v_k,T_-T_+v_k\rangle=a_{k+1}\langle v_k,v_k\rangle$. For $l=0$ this gives $\langle v_n,v_n\rangle=\tfrac14\,n!\,(n-1)!$ from $\langle v_1,v_1\rangle=\tfrac14$, and $\int R^2r^2dr=n^3\langle v_n,xv_n\rangle=n^4\langle v_n,v_n\rangle$. Dividing by $(n-1)!^2$ gives $n^5/4$ for the Laguerre form, the normalization used earlier. Normalized states would have the off-diagonal element $-\tfrac12\sqrt{a_{k+1}}$ of $x$. Leaving them unnormalized splits the product $a_{k+1}/4$ into the rational factors $\tfrac12$ and $\tfrac12a_{k+1}$, and exact arithmetic needs no square roots.

\section{The recursion}

Insert $\phi=\sum_j\lambda^j\phi_j$ with $\phi_0=v_n$ into \eqref{eq:master} and collect $\lambda^j$:
\begin{equation}
(T_3-n)\phi_j=-n^3x^2\phi_{j-1}+n^2\sum_{i=1}^{j}E_i\,x\phi_{j-i}.
\label{eq:order}
\end{equation}
Let $[g]_k$ be the coefficient of $v_k$ in $g$, and fix the free multiple of $v_n$ by $[\phi_j]_n=0$ for $j\ge1$. The left side has no $v_n$ component, and $[xv_n]_n=n$, so the $v_n$ component of \eqref{eq:order}, divided by $n^3$, is
\begin{equation}
E_j=[x^2\phi_{j-1}]_n-\frac1n\sum_{i=1}^{j-1}E_i\,[x\phi_{j-i}]_n .
\label{eq:Ej}
\end{equation}
With $E_j$ known, the right side of \eqref{eq:order} is complete, and each other component is divided by the integer $k-n$ to give $[\phi_j]_k$. The algorithm stores the vectors $x\phi_i$, applies \eqref{eq:xv} once more to $x\phi_{j-1}$, forms the sum, reads off $E_j$, and divides.

Only rational operations on integers occur, so every $E_j$ is rational. If $\phi_i$ lies in $|k-n|\le2i$ for $i<j$, then $x^2\phi_{j-1}$ lies in $|k-n|\le2j$ and $x\phi_{j-i}$ in $|k-n|\le2(j-i)+1\le2j-1$. Hence $\phi_j$ involves only $\max(l+1,n-2j)\le k\le n+2j$. The state $v_{n+2j}$ is reached only by two raisings of the top component $c_{j-1}$ of $\phi_{j-1}$, so $2j\,c_j=-n^3c_{j-1}/4$ and
\begin{equation}
[\phi_j]_{n+2j}=\frac{1}{j!}\Big(-\frac{n^3}{8}\Big)^j\neq0 .
\label{eq:top}
\end{equation}
The upper edge of the band is always reached. Order $j$ adds $j$ vectors of length at most about $4j$, so $N$ orders cost $O(N^3)$ rational operations, on numbers whose length grows with the order.

These $E_j$ are the Rayleigh--Schr\"odinger coefficients, and no completeness of the $v_k$ is needed to see it. Let $(E_j',\phi_j')$ be any other formal solution with regular, decaying terms and $\phi_0'=v_n$. Multiplying $\phi'$ by a formal series $1+\gamma_1\lambda+\cdots$ leaves the $E_j'$ unchanged and can be arranged order by order to make $\langle v_n,\phi_j'\rangle=0$, a condition that the $\phi_j$ obey by orthogonality. If the two solutions agree below order $j$, the difference $\delta=\phi_j-\phi'_j$ satisfies $(T_3-n)\delta=n^2(E_j-E_j')xv_n$. Projection on $v_n$ kills the left side and forces $E_j=E_j'$. Then $x\delta$ and $xv_n$ solve the same second-order equation without first-derivative term, their Wronskian is constant and vanishes at the origin, so $\delta$ is a multiple of $v_n$, and orthogonality makes it zero.

The finiteness is a property of this basis and of this class of perturbations. A term $\lambda r^p$ with integer $p\ge0$ becomes $x^{p+1}$ and confines $\phi_j$ to $|k-n|\le(p+1)j$ (for $p=0$ every $\phi_j$ with $j\ge1$ vanishes). A fractional power or a logarithm is not a polynomial in the generators, and the band argument fails. A non-central field couples different $l$, and it can also mix the degenerate states of a shell, which lies outside a single so(2,1) ladder.

\section{The first orders for any state}

Applying \eqref{eq:xv} twice,
\begin{equation}
x^2v_k=\tfrac14v_{k+2}-\tfrac{2k+1}{2}v_{k+1}+\big(k^2+\tfrac{a_{k+1}+a_k}{4}\big)v_k-\tfrac{2k-1}{2}a_kv_{k-1}+\tfrac14a_ka_{k-1}v_{k-2}.
\label{eq:x2}
\end{equation}
The $v_{k+1}$ coefficient is $-\tfrac12k-\tfrac12(k+1)$, from raising after or before the diagonal step, and the $v_{k-1}$ coefficient arises likewise. Since $a_{n+1}+a_n=2n^2-2\Lambda$, one has $E_1=[x^2v_n]_n=\tfrac12(3n^2-\Lambda)$, the hydrogen value of $\langle r\rangle$. Define $B_\pm=n^2\pm2n+\Lambda$, so that $n(2n\pm1)-E_1=\tfrac12B_\pm$. The components of $-n^3x^2v_n+n^2E_1xv_n$, divided by $k-n$, give
\begin{equation}
\phi_1=-\tfrac{n^3}{8}v_{n+2}+\tfrac{n^2}{4}B_+v_{n+1}-\tfrac{n^2}{4}a_nB_-v_{n-1}+\tfrac{n^3}{8}a_na_{n-1}v_{n-2}.
\end{equation}
For $E_2=[(x^2-E_1x/n)\phi_1]_n$ the needed $v_n$ components follow from \eqref{eq:xv} and \eqref{eq:x2}: $v_{n+2}$ gives $\tfrac14a_{n+2}a_{n+1}$, $v_{n-2}$ gives $\tfrac14$, $v_{n+1}$ gives $a_{n+1}[-\tfrac12(2n+1)+E_1/2n]=-a_{n+1}B_+/4n$, and $v_{n-1}$ gives $-B_-/4n$. Thus
\begin{equation}
E_2=-\tfrac{n^3}{32}\big(a_{n+1}a_{n+2}-a_na_{n-1}\big)-\tfrac{n}{16}\big(a_{n+1}B_+^2-a_nB_-^2\big).
\end{equation}
Let $P=n^2-\Lambda$ and $S=n^2+\Lambda$. Then $a_{n+1}=P+n$, $a_n=P-n$, $a_{n+2}=P+2+3n$, $a_{n-1}=P+2-3n$, $B_\pm=S\pm2n$, and each bracket is twice the part of its first term that is odd in $n$. These are $4n(2P+1)$ and $2n(4PS+S^2+4n^2)$. Adding,
\begin{align}
E_2&=-\tfrac{n^2}{8}\big[(2n^4-2n^2\Lambda+n^2)+(4n^4-4\Lambda^2)+(n^4+2n^2\Lambda+\Lambda^2)+4n^2\big]\nonumber\\
&=-\tfrac{n^2}{8}\big[7n^4+5n^2-3\Lambda^2\big].
\end{align}
For $n\gg l$ the ratio $E_2/E_1$ tends to $-\tfrac{7}{12}n^4$, so at low order the expansion parameter is $\lambda n^4$, the linear energy $\lambda n^2$ measured against the binding energy.

For $3p$, $a_3=4$, $a_2=0$, $B_+=17$ and $B_-=5$, so $\phi_1=-45v_2+\tfrac{153}{4}v_4-\tfrac{27}{8}v_5$, $E_1=\tfrac{25}{2}$ and $E_2=-\tfrac98(567+45-12)=-675$. The ladder bottom removes the second downward step.

For $1s$, $a_k=k(k-1)$ and $\phi_1=\tfrac34v_2-\tfrac18v_3=(\tfrac34-\tfrac12x^2)e^{-x}$, the direct solution plus a multiple of $\phi_0$. Two applications of \eqref{eq:xv} give
\begin{align}
x\phi_1&=-\tfrac34v_1+\tfrac{15}{8}v_2-\tfrac34v_3+\tfrac1{16}v_4,\\
x^2\phi_1&=-\tfrac{21}{8}v_1+\tfrac{51}{8}v_2-\tfrac{57}{16}v_3+\tfrac58v_4-\tfrac1{32}v_5 ,
\end{align}
so $E_2=-\tfrac{21}{8}+\tfrac32\cdot\tfrac34=-\tfrac32$. The right side $-x^2\phi_1+E_1x\phi_1+E_2(v_1-\tfrac12v_2)$ has the components $-\tfrac{51}{8}+\tfrac{45}{16}+\tfrac34=-\tfrac{45}{16}$, then $\tfrac{57}{16}-\tfrac98=\tfrac{39}{16}$, then $-\tfrac58+\tfrac3{32}=-\tfrac{17}{32}$, then $\tfrac1{32}$. Division by $1,2,3,4$ yields $\phi_2=-\tfrac{45}{16}v_2+\tfrac{39}{32}v_3-\tfrac{17}{96}v_4+\tfrac1{128}v_5$. With $[xv_2]_1=-1$, $[x^2v_2]_1=-3$ and $[x^2v_3]_1=3$,
\begin{equation}
E_3=\big(\tfrac{135}{16}+\tfrac{117}{32}\big)-\tfrac32\cdot\tfrac{45}{16}-\big(-\tfrac32\big)\big(-\tfrac34\big)=\tfrac{387-135-36}{32}=\tfrac{27}{4}.
\end{equation}
The machine continues with $E_4=-795/16$, $E_5=3843/8$, $E_6=-5583$, $E_7=9543339/128$, $E_8=-1141062999/1024$, up to $E_{60}\approx-4.8492\times10^{93}$, where $\phi_{60}$ has $120$ components and ends at $k=121$.

The wave function contains a denominator $96$, yet the $1s$ energies have only powers of two below the line ($2^{85}$ for $E_{60}$). The logarithmic derivative $y=u'/u$ of $u=rR$ explains this. It obeys $y'+y^2=-2/r+2\lambda r-2E$, with $y_0=1/r-1$. The higher $y_j=\sum_mb_mr^m$ are polynomials, because $R\,e^{r}$ is $1$ plus a formal series with polynomial coefficients, and so is its logarithm apart from the $1$. Order $j$ reads $y_j'+2y_j/r-2y_j+\sigma=2r\delta_{j1}-2E_j$, with $\sigma=\sum_{i=1}^{j-1}y_iy_{j-i}=\sum_m\sigma_mr^m$. The $1/r$ term gives $b_0=0$ at every order, hence $\sigma_0=0$. The power $r^m$ with $m\ge1$ gives $b_m=\tfrac12[(m+3)b_{m+1}+\sigma_m-2\delta_{j1}\delta_{m1}]$, solved downward from the top degree, and the constant term gives $E_j=-\tfrac32b_1$. The only divisor is $2$. The argument uses the absence of nodes and is not carried over here to excited states.

The so(2,1) ladder turns perturbation theory for any state $(n,l)$ into a finite recursion that gives every $E_j$ as an exact rational number. It remains to check these coefficients by an independent route, to find how fast they grow, and to sum the series.
